Interaction lists and linear work in the fast multipole method

**Problem**

N point charges q_j sit at positions r_j in a cube. The potential at every charge is wanted, in Gaussian units:

φ(r_i) = Σ_{j≠i} q_j / |r_i − r_j|.

Direct summation evaluates 1/|r_i − r_j| for N(N − 1) ordered pairs, so its work grows as N². The fast multipole method replaces most pairs by interactions between groups of charges. The groups are the boxes of a tree. Level 0 is the whole cube, and each box is halved along every axis to give its children on the next level. Level l therefore has 2^l boxes per side. The last level, L, holds the leaves. In two dimensions the cube becomes a square, and d denotes the dimension.

A box is labelled by one integer index per axis, running from 0 to 2^l − 1. Two boxes of the same level are *near* if their indices differ by at most 1 along every axis. A box is thus near itself. The *interaction list* of a box b contains the boxes of its level that are not near b, but whose parents are near the parent of b.

The method runs as follows.

- For each leaf, the charges inside are summarized by a multipole expansion with P coefficients.
- Going up the tree, the expansions of the children are shifted to the centre of the parent and added.
- On each level, the multipole expansion of every box in the list of b is translated into a local expansion about the centre of b, which describes the potential inside b.
- Going down the tree, local expansions are shifted from parents to children and added.
- In each leaf, the local expansion is evaluated at the charges, and the contributions from near leaves are summed directly.

(a) How many boxes can an interaction list hold, for d = 2 and for d = 3?

(b) Is every pair of leaves accounted for, and none twice?

(c) How does the total work for d = 3 grow with N, if P is fixed and every leaf holds s charges?

(d) What does the work per charge amount to for P = 25 and s = 64?

One unit of work is one evaluation of 1/|r_i − r_j| or one multiply-add with an expansion coefficient. Each shift or translation is a dense P × P matrix acting on P coefficients, which costs P² units. The matrices are taken as tabulated, and sorting the charges into leaves, a fixed number of operations per charge, is not counted.

**First estimate by scaling**

Measure lengths in sides of the box b. The near boxes form a region about 3 sides across. The near boxes of the parent form a region about 3 parent sides across, which is 6 sides of b. The list fills the space between. If both regions are treated as round, with radii 3/2 and 3, the number of boxes between them is

d = 2: π (3² − 1.5²) ≈ 21,

d = 3: (4π/3)(3³ − 1.5³) ≈ 99.

The inner ball alone holds (4π/3)·1.5³ ≈ 14 boxes for d = 3.

For the work, note that there are N/s leaves and that each coarser level has eight times fewer boxes. A rough estimate may keep the leaf level alone. Each leaf then receives about 99 translations of P² units, and each charge meets about 14 s near charges:

W/N ≈ 14 s + 99 P²/s.

N does not appear on the right, so the work should be linear in N. With P = 25, s = 64 and the unrounded box counts 14.14 and 98.96, the two terms are about 905 and 966 units, together about 1870 units per charge.

The estimate leaves three things open: the true shape of the regions, the contribution of the coarser levels, and the effect of the outer faces of the cube.

**Exact solution**

*(a) The size of one list*

Suppose first that the grid of boxes continues without end in all directions. Consider one axis, and let the parent of b have index I. The near parents have indices I − 1, I and I + 1. A parent with index J has children 2J and 2J + 1, so the children of these three parents have the indices

2I − 2, 2I − 1, 2I, 2I + 1, 2I + 2, 2I + 3.

These are six values per axis, and hence 6^d candidate boxes.

The near boxes of b must be removed. There are three index values per axis, so 3^d near boxes, including b itself. All of them are among the candidates: the index of b is 2I or 2I + 1, and a change by at most 1 gives a value between 2I − 1 and 2I + 2. The list on the endless grid therefore has

6^d − 3^d

members.

Now restore the outer faces. The definitions of "near" and "parent" use the indices alone, so they are unchanged for the boxes that exist. The list in the finite tree is the list on the endless grid with the missing boxes deleted. It cannot be larger:

list size ≤ 6^d − 3^d,

d = 2: 36 − 9 = 27,

d = 3: 216 − 27 = 189.

The bound is reached when no candidate is missing, which requires a parent that touches no outer face. Such parents exist when the parent level has at least four boxes per side, so the bound is reached from level 3 on. On level 2 every parent lies in a corner of the cube. Each axis then offers 4 candidates instead of 6. A box in the outermost corner has 2 near indices per axis, and its list holds 4³ − 2³ = 56 boxes for d = 3. The box diagonally inside it has 3 near indices per axis, and its list holds 4³ − 3³ = 37.

*(b) Each pair is handled once*

Take two leaves A and B, and follow their ancestors A_l and B_l up the tree. If two boxes are near, so are their parents: two indices that are equal or adjacent have halves, rounded down, that are again equal or adjacent. Nearness, once present on some level, therefore persists on all coarser levels.

On level 1 the indices are 0 or 1, so all boxes are near. If A and B are near as leaves, their ancestors are near on every level. They never appear in each other's lists, and the pair is summed directly. If A and B are not near, there is one coarsest level on which A_l and B_l are not near. On that level their parents are near, so B_l is in the list of A_l. On finer levels the parents are no longer near, and on coarser levels the boxes themselves are near. The pair is thus covered by one list entry in each direction.

This also shows that lists are empty on levels 0 and 1. The expansions are needed from level 2 on.

*(c) Summing over the levels*

Level l has 2^(dl) boxes, each with at most 6^d − 3^d list members. The total number T of list entries obeys

T ≤ (6^d − 3^d) Σ_{l=2}^{L} 2^(dl).

The sum is geometric. Extending it to all coarser levels, as if they continued without end, gives

Σ_{l=2}^{L} 2^(dl) < 2^(dL) (1 + 2^(−d) + 2^(−2d) + …) = 2^(dL) · 2^d / (2^d − 1).

Since 6^d = 3^d · 2^d, the list size factorizes as 6^d − 3^d = 3^d (2^d − 1). The factor 2^d − 1 cancels:

T < 3^d (2^d − 1) · 2^(dL) · 2^d / (2^d − 1) = 6^d · 2^(dL).

All levels together cost fewer than 6^d translations per leaf: 36 for d = 2 and 216 for d = 3. Compared with the bound for the leaf level alone, 6^d − 3^d per leaf, the coarser levels raise the bound by the factor 2^d/(2^d − 1), which is 4/3 for d = 2 and 8/7 for d = 3. The depth L grows as log N, but this brings no logarithm into the work, because the levels do not cost the same.

Now collect all work for d = 3, with N = s · 8^L.

- Forming the leaf expansions and evaluating the local expansions costs P units per charge each, together 2NP.
- Upward shifts start from the boxes of levels 3 to L, one shift per box. Downward shifts arrive at the same boxes. Their number is 2 Σ_{l=3}^{L} 8^l < 2 · (8/7) · 8^L = (16/7) · 8^L.
- List translations number fewer than 216 · 8^L.
- Each leaf has at most 27 near leaves, including itself, so a charge meets fewer than 27 s others. The near work is below 27 s N.

Every shift and translation costs P², and 8^L = N/s. Adding the four parts and dividing by N gives

W/N < 2P + 27 s + (216 + 16/7) P²/s.  (1)

The right side does not contain N. For fixed P and s the total work is bounded by a constant times N.

*Choice of s.* Large leaves make the direct sums expensive, and small leaves require many translations. Setting the derivative of (1) with respect to s to zero gives

27 − (216 + 16/7) P²/s² = 0,

s* = P √[(216 + 16/7)/27].

The second derivative is positive, so this is a minimum of the bound. At s* the last two terms of (1) are equal and proportional to P, so the bound itself is proportional to P.

*Conditions.* Three assumptions carry the result.

First, P is fixed. This is a choice of accuracy, and the geometry of the lists supports it. Two boxes in each other's lists differ by at least 2 in some index, so their centres are at least 2 sides apart. The sphere around a box has radius √3/2 sides, and two such radii add to √3 ≈ 1.732 sides. The spheres do not overlap, so the expansions converge. Measured in box sides, this geometry is the same on every level. The truncation error of one translation, relative to charge divided by box side, therefore has the same bound on every level, and P need not grow with depth on that account. The accuracy fixed in this way is relative. At fixed density and for charges of one sign, the charge in a level-2 box grows as N and its side as N^(1/3), so the error scale grows as N^(2/3), like the potential itself. If a fixed absolute error of φ is required as N grows, P has to grow with N, and (1) no longer gives strictly linear work.

Second, the number of leaves is at most proportional to N. For a general N, choose a number s₀ and let L be the largest integer with 8^L ≤ N/s₀. The mean occupancy then lies between s₀ and 8 s₀. For N ≥ 64 s₀ this gives L ≥ 2.

Third, the occupancy is bounded. If no leaf holds more than s_max charges, the near work is at most 27 s_max N, and (1) holds with s replaced by s_max in the second term and by s₀ in the third. Linearity is lost if a fixed fraction f of the charges crowds into one leaf. That leaf alone then needs fN(fN − 1) direct evaluations, which grows as N².

Charges placed independently and uniformly at random have no fixed s_max, but their mean near work is still linear. The probability that two given charges lie in near leaves is the number of ordered near leaf pairs, which is below 27 · 8^L, divided by the number of all ordered leaf pairs, 8^(2L). With N(N − 1) ordered pairs of charges, the mean number of near pairs is below 27 N²/8^L = 27 s N, where s is now the mean occupancy.

*(d) Exact counts and numbers*

The bound ignores the outer faces. To include them, count ordered pairs on a whole level. Along one axis with n = 2^l boxes, there are n pairs of a box with itself and 2(n − 1) pairs of adjacent boxes, together 3n − 2. Nearness must hold on each axis separately, so level l has (3n − 2)^d ordered near pairs.

The parent level has n/2 boxes per side and hence (3n/2 − 2)^d near pairs. Each pair of parents yields 2^d · 2^d = 4^d pairs of children, so the number of candidate pairs is 4^d (3n/2 − 2)^d = (6n − 8)^d. Removing the near pairs leaves the total size of all lists on level l:

M_l = (6n − 8)^d − (3n − 2)^d, with n = 2^l.  (2)

For d = 3 and l = 2 this is 16³ − 10³ = 3096.

For an expansion up to order p, the number of coefficients is P = Σ_{k=0}^{p} (2k + 1) = (p + 1)², so P = 25 means p = 4. With s = 64 and L = 2 there are N = 64 · 64 = 4096 charges. The work per charge is made up as follows:

- expansions: 2 · 25 = 50,
- shifts: none, since there is no level 3,
- list translations: 3096 · 625/4096 ≈ 472.4,
- near pairs: 64² · 10³/4096 − 1 = 999, where the 1 removes the pair of a charge with itself.

The sum is 1521.4 units. The same count for deeper trees, with the list totals from (2), gives the following table. The last column is the direct work N − 1 per charge divided by W/N.

| L | N | W/N (units) | direct/W |
|---|---|---|---|
| 2 | 4096 | 1521.4 | 2.69 |
| 3 | 32768 | 2476.2 | 13.2 |
| 4 | 262144 | 3119.1 | 84.0 |
| 5 | 2097152 | 3493.4 | 600 |
| 6 | 16777216 | 3695.6 | 4540 |
| 7 | 134217728 | 3800.7 | 35300 |

The bound (1) is 50 + 1728 + 2131.7 = 3909.7 units per charge. These are operation counts, and the last column is not a ratio of running times. It also compares an exact sum with an approximate one: for charges placed uniformly at random, p = 4 gives a root-mean-square relative error of φ of order 10^(−3) for random signs and 10^(−5) for charges of one sign.

W/N rises with N at first, which may look like a departure from linearity. It comes mainly from the outer faces. A smaller part, about 286 units at L = 2 and 36 at L = 3, would remain even if every list and every near set were full, because a shallow tree has fewer coarse levels and shifts than the infinite geometric sum in (1) allows for; this part falls as 8^(−L). Expanding (2) for d = 3 gives

M_l = (216n³ − 864n² + 1152n − 512) − (27n³ − 54n² + 36n − 8)
  = 189n³ − 810n² + 1116n − 504.

The leading term is the full list of 189 for each of the n³ boxes. The next term is negative and grows as n², like the number of boxes at the faces. The near pairs behave likewise, since (3n − 2)³ = 27n³ − 54n² + …. Relative to the volume terms, these corrections fall as 2^(−L). In the limit of large N, W/N approaches the bound less 1 unit for the excluded self-pair, that is 3908.7. The values for L = 5, 6 and 7 lie about 415, 213 and 108 units below this limit, so the gap nearly halves with each level.

For L = 7 the list translations take 2028.3 units per charge and the near pairs 1700.1. Expansions take 50.0 and shifts 22.3. The two large parts are of similar size because s = 64 is close to the best value s* = 71.1. At s* the bound is 3888.5 units, about half a percent lower, so the bound is flat near its minimum. For a given N, however, s = N/8^L can be changed only in factors of 8. In the worst case the two best choices are s*/√8 ≈ 25 and √8 s* ≈ 201, and both give a bound of about 6160 units, 1.6 times the minimum.

Unequal occupancy can be seen in a sample of 32768 charges placed uniformly at random by a pseudo-random generator, with L = 3. The mean occupancy is 64 and the fullest leaf holds 89 charges. Counting the pairs in near leaves gives 1332.1 near pairs per charge, against 1330.0 for equal occupancy. The mean over random placements is (N − 1) · 22³/512² ≈ 1331.0, and single samples scatter about it by roughly 4, so most of the difference is sampling scatter. The bound 27 s_max = 2403 is far from reached, since it treats every leaf as if it were the fullest and had all its neighbours.

**Comparison**

The scaling estimate gave about 21 and 99 boxes per list, where the largest lists hold 27 and 189. The widths of the two regions, 3 and 6 sides, were right, and the shape was wrong. A square has 4/π ≈ 1.3 times the area of the disc inside it, and a cube has 6/π ≈ 1.9 times the volume of the ball inside it. Since the same factor applies to the inner and the outer region, it applies to their difference, and it accounts for the whole discrepancy.

For the work, the estimate of about 1870 units per charge compares with the bound of 3909.7. The near term rises from 905 to 1728 through the factor 6/π. The list term rises from 966 to 216 · 625/64 ≈ 2109, through the same factor and the 8/7 from the coarser levels. Expansions and shifts, which the estimate left out, add about 72.

The estimate also gives a fair value for the best leaf size. Balancing its two terms yields s = P √(99/14) ≈ 66, close to 71.1, because the shape factor cancels in the ratio. What scaling gets right is the linear growth with N and the balance between near and far work. The constant in front, here larger by a factor of about two, requires the count of boxes.
